\section*{Converting fringe phase to wafer position in a first-order alignment sensor}

\section*{Question}

I am stuck on a factor of two in an exercise about wafer alignment. A sensor shines light straight down on a grating mark with a period of 16~$\mu$m, collects the plus and minus first diffracted orders, and lets them interfere on a detector. The exercise asks me to show that an error of 1~mrad in the fringe phase corresponds to about 1.3~nm of wafer position.

My reasoning was that the pattern repeats when the wafer moves by one period, so one period is $2\pi$ of phase. Then 1~mrad should be $16~\mu\mathrm{m}\times 10^{-3}/(2\pi)$, which is about 2.5~nm. Where does the other factor of two come from? I also don't see why the wavelength is not given, or whether a nanometre obtained this way means anything when the light has a wavelength of several hundred nanometres.

\section*{Answer}

The mark does repeat after 16~$\mu$m, but the signal repeats sooner. When the mark moves, the phases of the two orders change in opposite directions, and the detector responds to their difference. To see this, follow the phase of each order separately.

\subsection*{What a displacement does to each order}

Let $x$ run along the wafer, perpendicular to the grating lines. The sensor and its beam are fixed, and the mark is displaced by $s$ along $+x$. Write $P$ for the mark period and $K=2\pi/P$. I use the time factor $e^{-i\omega t}$, so a wave $e^{ikx}$ with $k>0$ travels towards $+x$.

Treat the mark as a thin element: the reflected field just above it is the incident field times a complex reflectance $r(x)$. Since $r$ has period $P$, it is a Fourier series,
\begin{equation}
r(x)=\sum_m c_m e^{imKx},\qquad
c_m=\frac1P\int_{-P/2}^{P/2} r(x)\,e^{-imKx}\,dx .
\end{equation}
At normal incidence the incident field has the same phase everywhere on the wafer. Term $m$ is then a wave with transverse wavenumber $mK$, which is the $m$th diffracted order. Its angle follows from $(2\pi/\lambda)\sin\theta_m=mK$, or $\sin\theta_m=m\lambda/P$.

After the displacement, the piece of the mark found at $x$ is the one that used to be at $x-s$. The new reflectance is therefore
\begin{equation}
r(x-s)=\sum_m c_m e^{imK(x-s)}
=\sum_m \left(c_m e^{-imKs}\right)e^{imKx}.
\end{equation}
The directions of the orders have not changed, but order $m$ has acquired the phase $-mKs$. For the two orders of interest,
\begin{equation}
c_+\to c_+e^{-iKs},\qquad c_-\to c_-e^{+iKs}.
\label{eq:orders}
\end{equation}
Neither order by itself reveals the displacement to a power detector, because $|c_\pm e^{\mp iKs}|^2=|c_\pm|^2$. The position is carried by phase, and a second wave is needed to read it.

\subsection*{The interference signal}

Suppose that the sensor blocks all other orders and superposes these two with the same polarization and full mutual coherence. Write $c_\pm=|c_\pm|e^{i\gamma_\pm}$. The detected intensity, up to a constant factor, is
\begin{align}
I(s)&=\left|c_+e^{-iKs}+c_-e^{iKs}\right|^2\nonumber\\
&=|c_+|^2+|c_-|^2+c_+^*c_-e^{2iKs}+c_+c_-^*e^{-2iKs}\nonumber\\
&=|c_+|^2+|c_-|^2+2|c_+c_-|\cos(2Ks+\gamma_--\gamma_+).
\end{align}
The last line holds because the two cross terms are complex conjugates, so their sum is twice their real part. With $2K=4\pi/P$ this reads
\begin{equation}
I=A+B\cos\psi,\qquad \psi=\frac{4\pi s}{P}+\psi_0,\qquad
\psi_0=\gamma_--\gamma_+ .
\label{eq:fringe}
\end{equation}
Fixed phase differences between the two arms of the sensor simply add to $\psi_0$, which is removed by calibration. For a mirror-symmetric mark with $x=0$ at its symmetry point, $r(-x)=r(x)$ gives $c_+=c_-$, and the mark contributes nothing to $\psi_0$.

This is the missing factor of two. One order is retarded by $Ks$, the other is advanced by $Ks$, and the difference is $2Ks$. The signal goes through a full cycle when $4\pi s/P=2\pi$, that is, when $s=P/2=8~\mu$m.

If the orders have unequal strengths, the contrast $B/A=2|c_+c_-|/(|c_+|^2+|c_-|^2)$ falls below one, but the argument of the cosine stays the same. Unequal strength alone does not move the fringe.

\subsection*{From phase error to position error}

The sensor inverts \eqref{eq:fringe} to report a position,
\begin{equation}
s_{\mathrm{rep}}=\frac{P}{4\pi}(\psi-\psi_0).
\end{equation}
If the measured phase is $\psi+\delta\psi$ instead of $\psi$, subtracting the two reports gives
\begin{equation}
\boxed{\;\delta x=\frac{P}{4\pi}\,\delta\psi\;}
\label{eq:result}
\end{equation}
No small-angle approximation was made, since $\psi$ is linear in $s$. For the numbers of the exercise,
\begin{equation}
\delta x=\frac{16~\mu\mathrm{m}}{4\pi}\times10^{-3}
=1.2732~\mu\mathrm{m}\times10^{-3}=1.27~\mathrm{nm},
\end{equation}
which is the required 1.3~nm. Counting cycles gives the same answer: 1~mrad is $1.59\times10^{-4}$ of a cycle, and that fraction of 8~$\mu$m is 1.27~nm.

The sign has a practical meaning. A positive $\delta\psi$ makes the sensor report a position that is too large by $\delta x$. If the stage is then driven until the report is zero, the mark ends up at $-\delta x$.

\subsection*{When 2.5 nm would be right}

Your formula describes a different measurement. Suppose the $+1$ order interfered with the zeroth order. By the rule above, the zeroth order has no displacement phase, so the phase difference would be $Ks$ and the signal period would be $P$. A fringe-phase error of 1~mrad would then mean $P\,\delta\psi/(2\pi)=2.55$~nm.

The same number appears if the words ``phase error'' are read differently. Let the orders have individual phase errors $\delta\gamma_+$ and $\delta\gamma_-$. The fringe-phase error is their difference,
\begin{equation}
\delta\psi=\delta\gamma_--\delta\gamma_+ .
\end{equation}
An error common to both orders cancels. An error of 1~mrad in one order gives 1~mrad of fringe phase and 1.27~nm. Opposite errors of 1~mrad in both give 2~mrad and 2.55~nm. The exercise speaks of the fringe phase, the argument of the cosine, so \eqref{eq:result} applies as it stands.

One can also use a higher pair of orders, $+n$ and $-n$, if the mark diffracts enough light into them. Their phases are $\mp nKs$, the difference is $2nKs$, and
\begin{equation}
\delta x_n=\frac{P}{4\pi n}\,\delta\psi .
\end{equation}
At equal phase error, the third-order pair has one third of the position error. One price is a shorter fringe period, $P/(2n)$, and with it a tighter demand on the coarse alignment discussed below. The other is light: a plain groove half a period wide sends one ninth as much power into the third orders as into the first, and none into the second. If photon noise sets the phase error, that error triples and the gain is lost.

\subsection*{Why the wavelength is absent}

The wavelength fixes the angle at which the orders leave. For red light of 633~nm the first order leaves at $2.27^\circ$. The phase $\mp Ks$, however, comes from sliding a periodic pattern sideways, and it depends on the displacement as a fraction of the pattern's period. The ruler is the mark, not the light wave. The wavelength can still enter through $\psi_0$ when the mark is asymmetric, as shown below.

A nanometre is meaningful here because the task is not to resolve two objects a nanometre apart. It is to locate one known periodic signal. Near the steepest part of the fringe, $\psi=\pi/2$, a small phase change alters the intensity by
\begin{equation}
\delta I=-B\sin\psi\,\delta\psi=-B\,\delta\psi ,
\end{equation}
so 1~mrad changes the signal by one thousandth of its amplitude $B$. This also shows what a single reading there demands: an unnoticed drift of the background $A$ by one thousandth of $B$ looks like 1~mrad. Scanning the mark through a full fringe and fitting $A$, $B$ and the phase together separates a constant background from a displacement.

A single intensity value cannot distinguish $\psi$ from $-\psi$. A scan can, because it also shows whether the signal is rising or falling. One ambiguity remains even then: adding $2\pi$ to $\psi$ leaves $I$ unchanged, so the fringe gives the position modulo 8~$\mu$m. A coarser measurement must first place the mark within the correct fringe.

\subsection*{Does a finite beam change the factor?}

A real beam covers a limited part of the mark. Let its amplitude on the wafer be $a(x)$, fixed in space, with transform $\tilde a(q)=\int a(x)e^{-iqx}dx$. The far field at transverse wavenumber $k$ is
\begin{equation}
U(k)=\int a(x)\,r(x-s)\,e^{-ikx}dx
=\sum_m c_m e^{-imKs}\,\tilde a(k-mK).
\end{equation}
Each order is now a narrow cone instead of a single direction, but its displacement phase is still $-mKs$. If the beam spans several periods and fades smoothly at its edges, as a Gaussian beam does, the cones are well separated. A sharp edge would spread some light from each cone into the others. Near the two first orders,
\begin{equation}
U(K+q)\simeq c_+e^{-iKs}\tilde a(q),\qquad
U(-K-q)\simeq c_-e^{iKs}\tilde a(-q).
\end{equation}
A sensor that inverts one cone and lays it on the other superposes these two fields. For a symmetric beam $\tilde a(-q)=\tilde a(q)$, so this is a common factor. Integrating the intensity over $q$ multiplies the whole signal by $\int|\tilde a(q)|^2dq$ and leaves its phase alone.

I tested this with a numerical far-field calculation for a Gaussian beam whose amplitude falls to $1/e$ at 40~$\mu$m from its centre. The signal period came out as 8.0~$\mu$m. A phase of 1~mrad inserted in one arm shifted the position read from the signal maximum by 1.2732~nm, in agreement with \eqref{eq:result}. The numerical output below lists these values.

\subsection*{An asymmetric mark}

Equation \eqref{eq:result} converts any fringe-phase error, whatever its origin. An important origin is the mark itself. Take a groove of width $P/2$, centred at $x=0$, with mean depth $d$. Let its floor be tilted, so that it is deeper by $t$ at the $+x$ edge than at the $-x$ edge. Light reflected from the floor travels down and up, which gives the phases
\begin{equation}
\delta=\frac{4\pi d}{\lambda},\qquad \epsilon=\frac{4\pi t}{\lambda}.
\end{equation}
Thus $r=1$ on the land and $r=e^{i\delta}e^{2i\epsilon x/P}$ in the groove, $|x|<P/4$.

The land contributes $-1/\pi$ to both $c_+$ and $c_-$. The reason is that $e^{\mp iKx}$ integrates to zero over a full period, while its integral over the groove, divided by the full period $P$, is $+1/\pi$. The groove contributes $e^{i\delta}J_\pm$, with
\begin{align}
J_\pm&=\frac1P\int_{-P/4}^{P/4}e^{2i\epsilon x/P\mp 2\pi ix/P}\,dx
=\frac1P\int_{-P/4}^{P/4}\cos\frac{2(\pi\mp\epsilon)x}{P}\,dx\nonumber\\
&=\frac{\sin[(\pi\mp\epsilon)/2]}{\pi\mp\epsilon}
=\frac{\cos(\epsilon/2)}{\pi\mp\epsilon}
\simeq\frac1\pi\left(1\pm\frac{\epsilon}{\pi}\right).
\end{align}
The sine part dropped out because it is odd, and the last step keeps first order in $\epsilon$. Adding land and groove,
\begin{equation}
c_\pm\simeq\frac{e^{i\delta}-1}{\pi}(1\pm\rho),\qquad
\rho=\frac{\epsilon}{\pi}\,\frac{e^{i\delta}}{e^{i\delta}-1}.
\end{equation}
To separate $\rho$ into real and imaginary parts, use $e^{i\delta}-1=2i\,e^{i\delta/2}\sin(\delta/2)$:
\begin{equation}
\rho=\frac{\epsilon}{\pi}\,
\frac{\cos(\delta/2)+i\sin(\delta/2)}{2i\sin(\delta/2)}
=\frac{\epsilon}{2\pi}\left(1-i\cot\frac{\delta}{2}\right).
\end{equation}
For $|\rho|\ll1$ the phase of $1\pm\rho$ is $\pm\operatorname{Im}\rho$. Hence
\begin{equation}
\psi_0=\gamma_--\gamma_+=-2\operatorname{Im}\rho
=\frac{\epsilon}{\pi}\cot\frac{\delta}{2}.
\label{eq:asym}
\end{equation}

Now take $\lambda=633$~nm, $d=120$~nm and a floor tilt of $t=1$~nm across the 8~$\mu$m groove. Then $\delta=2.3823$~rad and $\epsilon=19.85$~mrad, and \eqref{eq:asym} gives $\psi_0=2.52$~mrad. By \eqref{eq:result} the position error is
\begin{equation}
1.2732~\frac{\mathrm{nm}}{\mathrm{mrad}}\times2.522~\mathrm{mrad}=3.21~\mathrm{nm},
\end{equation}
measured from the midpoint between the groove walls. The far-field calculation with the tilted floor gives 3.210~nm, against 3.211~nm from the first-order formula.

At quarter-wave depth, $d=\lambda/4=158.25$~nm, one has $\delta=\pi$ and, in this thin-element model, the error vanishes. The factor $e^{i\delta}=-1$ is then real, so both coefficients are real and have the same sign. The tilt makes the orders unequal in strength but not in phase. Equation \eqref{eq:asym} grows without limit for very shallow grooves, and also near $d=\lambda/2,\lambda,\dots$, where $e^{i\delta}\to1$ and the symmetric part of the first orders vanishes. Within about $t$ of these depths $|\rho|$ is no longer small and the first-order result fails.

\subsection*{Beam tilt, height and temperature}

Let the beam arrive at a small angle $\theta$ from the normal, and let the mark also rise by $z$. A scatterer moved by $\mathbf d=(s,z)$ receives the incident wave with an extra phase $\mathbf k_{\mathrm{in}}\cdot\mathbf d$ and sends light into order $m$ with an extra phase $-\mathbf k_m\cdot\mathbf d$. The incident part is common to both orders, so the fringe phase changes by
\begin{equation}
\Delta\psi=(\mathbf k_+-\mathbf k_-)\cdot\mathbf d
=2Ks+(k_{z+}-k_{z-})z .
\end{equation}
With $k=2\pi/\lambda$, the vertical components obey $k_{z\pm}^2=k^2-(k\sin\theta\pm K)^2$. Their squares differ by $-4kK\sin\theta$, and their sum is close to $2k\cos\theta$ when $K\ll k$. Dividing,
\begin{equation}
k_{z+}-k_{z-}\simeq-2K\tan\theta,\qquad
\Delta s_{\mathrm{rep}}\simeq s-z\tan\theta .
\end{equation}
At normal incidence the height drops out. With a tilt of 1~mrad and a height change of 1~$\mu$m, the error has a size of 1.00~nm, compared with 1.27~nm for the 1~mrad phase error. This is a plane-wave estimate, and it depends on how the sensor pairs the waves. It holds when the wave at $K+q$ is combined with the wave at $-K+q$, as in a sensor that images the two orders onto a fixed plane. The inverting sensor of the finite-beam section combines $K+q$ with $-K-q$. These two waves have the same $k_z$, and so do the incident components $\pm q$ that feed them, so a tilt of the beam alone gives no height error there and only lowers the contrast. For that sensor the error $-z\tan\theta$ appears when its own axis of inversion is tilted by $\theta$.

Temperature acts differently. A mark at distance $R$ from the fixed point of a freely and uniformly expanding wafer moves by $\alpha R\,\Delta T$. For silicon, with roughly $\alpha=2.6\times10^{-6}$~K$^{-1}$, and $R=100$~mm, a warming of 4.9~mK moves the mark by 1.27~nm. The sensor reports this motion correctly; the mistake would be to assume that the whole wafer had moved by the same amount. The stretching of the mark period itself is negligible here: it changes the 1.27~nm result by $3.3\times10^{-6}$~nm per kelvin.

\subsection*{How this compares with a real mark}

The depth and wavelength above are rough typical values for a mark etched in silicon and read with red light. The tilts and the height change are round numbers chosen to show the scale, not measured tolerances. The assumption to distrust first is mirror symmetry, since etching and polishing can leave the two sides of a groove different. In this model, 1~nm of floor tilt at 120~nm depth already costs 3.2~nm, more than twice the effect of the 1~mrad error. The thin-element value is good only to a few tenths of a nanometre for real silicon: a vector diffraction treatment gives roughly 3.0 to 3.3~nm depending on polarization, and leaves about 0.2~nm at quarter-wave depth instead of zero. Because \eqref{eq:asym} depends on $\lambda$ while the displacement term does not, readings at two wavelengths that disagree after calibration can point to an asymmetric mark. Agreement does not prove symmetry. For a shallow groove $\cot(\delta/2)\simeq2/\delta$, so $\psi_0\simeq2t/(\pi d)$ hardly depends on $\lambda$. For a deep groove two wavelengths can give the same $\psi_0$, and other errors may also compensate. Films on the mark or finer structure inside its grooves call for a fuller diffraction calculation of $c_\pm$. A lateral shift of the whole mark still gives the phases in \eqref{eq:orders}, so the conversion of 1.27~nm per milliradian survives, while $\psi_0$ has to be found anew.

\section*{Table of computed values}
\begin{verbatim}
mark period: 16.0 um
wavelength (rough typical): 633 nm
groove depth (rough typical): 120 nm
first-order diffraction angle: 2.27 deg
fringe period found in scan: 8.0 um
fringe-phase error: 1.0 mrad
same error in cycles: 1.5915e-04
position per phase, P/(4 pi): 1.2732 um/rad
position error, formula: 1.2732 nm
position error, simulation: 1.2732 nm
wrong value if fringe period were P: 2.546 nm
Neglected effects
groove floor tilt, edge to edge: 1.0 nm
groove phase depth delta: 2.3823 rad
floor phase difference epsilon: 19.85 mrad
fringe phase from floor tilt: 2.522 mrad
its position error, formula: 3.211 nm
its position error, simulation: 3.210 nm
quarter-wave depth: 158.25 nm
floor-tilt error at that depth: 0.0000 nm
illumination tilt: 1.0 mrad
height change: 1.0 um
size of tilt-height error, formula: 1.0000 nm
size of tilt-height error, exact: 1.0008 nm
silicon expansion (rough): 2.6 ppm/K
mark distance from fixed point: 100 mm
warming that moves mark as much: 4.90 mK
change of the 1 mrad result per K: 3.3e-06 nm
\end{verbatim}
